\section*{Midgap Edge State of an Alternating Chain at a Metal Contact, part 2}

How wide does a metal contact make the edge state of a chain? The semi-infinite chain has sites $j=1,2,\dots$ of zero energy and real hoppings $t_1,t_2,t_1,\dots$. Site 1 couples to metal levels $\epsilon_k$ through amplitudes $V_k$. Electrons are independent, densities of states are per spin, and numerical energies are in eV. The bare broadening, a full width, is
\begin{equation}
\Gamma=2\pi\sum_k|V_k|^2\,\delta(E-\epsilon_k).
\label{eq:Gamma}
\end{equation}
Write
\begin{equation}
r=\frac{t_1}{t_2},\qquad Z=1-r^2,\qquad s=\frac{\Gamma}{2}.
\label{eq:defs}
\end{equation}
In the wide-band limit the metal's self-energy $\Sigma$ on site 1 is $-is$. A flat band from $-W$ to $W$ adds $\mathrm{Re}\,\Sigma\simeq\Gamma E/(\pi W)$ for $|E|\ll W$.

Let $H_0$ be the isolated chain and $G$ the retarded Green function with the metal. For $t_1<t_2$ the gap is $|E|<\Delta=t_2-t_1$, with edges at $q=\pi$, where $e^{iq}$ is the factor per cell. The edge state at $E=0$ is
\begin{equation}
\psi_{2n+1}=\sqrt{Z}\,(-r)^n,\qquad \psi_{2n+2}=0,\qquad n=0,1,2,\dots
\label{eq:edge}
\end{equation}

\textbf{Theorem.} For $0<t_1<t_2$ and $\Gamma\ll t_2$, it becomes a resonance of full width $Z\Gamma$:
\begin{equation}
G_{11}(E)\simeq\frac{Z}{E+iZ\Gamma/2}.
\label{eq:main}
\end{equation}
Its population decays as $e^{-Z\Gamma t/\hbar}$.

At finite $\Gamma$,
\begin{equation}
G_{11}(E)=\frac{1}{x(E)+is},\qquad
\rho_1(E)=-\frac1\pi\mathrm{Im}\,G_{11}=\frac{1}{\pi}\,\frac{s}{x^2+s^2}
\label{eq:G11}
\end{equation}
where the density applies in the gap. There $x$, the inverse Green function of the isolated end, is real, and $x>E/Z$ for $0<E<\Delta$. With $D=t_2^2-t_1^2$ and $z=E+i0$,
\begin{equation}
zx^2-(z^2+D)x+zt_2^2=0 .
\label{eq:quadratic}
\end{equation}
The pole is at $E=-iy$, with $y$ the positive root of
\begin{equation}
sy^2+(t_2^2-s^2)y-sD=0 ,
\label{eq:pole}
\end{equation}
The pole width is $\gamma_p=2y$; $w$ is the full width at half maximum of $\rho_1$, reached at $x=s$. At small $\Gamma$,
\begin{equation}
\frac{\gamma_p}{Z\Gamma}=1+\frac{(1-Z)\Gamma^2}{4t_2^2}+\dots,\qquad
\frac{w}{Z\Gamma}=1-\frac{(1-Z)\Gamma^2}{4t_2^2}+\dots
\label{eq:corrections}
\end{equation}

The table's "explicit metal" is a test with a 61-site chain, $t_1=2.15$~eV, $t_2=2.85$~eV, $\Gamma=0.20$~eV and 1400 equally spaced metal levels between $-20$ and $20$~eV.

\subsection*{Proposition 2: where the gap states sit}

\paragraph{Statement.} At midgap the density of states is
\begin{equation}
\rho_{2n+1}(0)=\frac{2r^{2n}}{\pi\Gamma},\qquad \rho_{2n+2}(0)=0 .
\label{eq:ldos}
\end{equation}

\paragraph{Proof.} In the gap the effective inverse Green function is $G^{-1}=E-H_0+is|1\rangle\langle1|$, so
\begin{equation}
(G^\dagger)^{-1}-G^{-1}=-2is|1\rangle\langle1| .
\end{equation}
Multiplying by $G$ on the left and $G^\dagger$ on the right gives $G-G^\dagger=-2isG|1\rangle\langle1|G^\dagger$. Its diagonal element on site $j$ is $2i\,\mathrm{Im}\,G_{jj}=-2is|G_{j1}|^2$, and therefore
\begin{equation}
\rho_j=-\frac1\pi\mathrm{Im}\,G_{jj}=\frac{\Gamma}{2\pi}|G_{j1}|^2 .
\label{eq:injected}
\end{equation}
All the density in the gap is injected by the metal through site 1.

At $E=0$ the odd rows beyond the first give $G_{2n+2,1}=-(1/r)G_{2n,1}$. This grows, so a bounded solution needs $G_{21}=0$. Row 1, $isG_{11}-t_1G_{21}=1$, then gives $G_{11}=1/(is)=-2i/\Gamma$. The even rows give $G_{2n+1,1}=(-r)^nG_{11}$. Inserting these in (\ref{eq:injected}) gives (\ref{eq:ldos}). $\square$

The height on site 1, $2/(\pi\Gamma)$, does not contain $Z$. The weak-coupling Lorentzian has area $Z$ and width $Z\Gamma$, and in their ratio the weight cancels. A weaker contact makes the peak higher and narrower. The density falls by $r^2$ per cell of length $c$, so it drops by a factor $e$ over
\begin{equation}
\ell=\frac{c}{2\ln(t_2/t_1)} .
\label{eq:length}
\end{equation}

\paragraph{Remark: strong bond first.} Let the first bond be $t$ and the second a weaker $t'$. Now the odd amplitudes would grow as $(-t/t')^n$, so $G_{11}=0$ at $E=0$, and row 1 gives $G_{21}=-1/t$. Site 1 has no midgap density, and site 2 has
\begin{equation}
\rho_2(0)=\frac{\Gamma}{2\pi t^2}.
\label{eq:tail}
\end{equation}
For $\Gamma$ small compared with $2t$ this is the evanescent tail of the metal's own states. It increases with $\Gamma$, whereas the resonance peak decreases with $\Gamma$. For $\Gamma\gg2t$ the same formula has another meaning. Site 1 dissolves in the metal and passes to site 2 the self-energy $-t^2/(is)$ in $1/G_{22}$, an effective broadening $4t^2/\Gamma$. The chain from site 2 on starts with a weak bond, and (\ref{eq:tail}) is then the height of its edge resonance. At weak coupling, metal-induced gap states thus come in two kinds in this model: a broadened edge state, whose integrated density on site 1 tends to $Z$ as the coupling vanishes, and a tail that vanishes with the coupling.

\subsection*{Worked example}

Take $t_1=2.15$~eV, $t_2=2.85$~eV, $c=0.25$~nm and $\Gamma=1.00$~eV. The first three are rough values in the regime of \textit{trans}-polyacetylene, a carbon chain whose bonds do alternate. The contact broadening is chosen for a strongly bonded end. The full gap is $2(2.85-2.15)=1.40$~eV.

With $r=2.15/2.85=0.754$,
\begin{equation}
Z=1-0.754^2=0.431,\qquad Z\Gamma=0.431\ \mathrm{eV}.
\end{equation}
The metal would broaden an isolated site by 1~eV, but it broadens the edge state by less than half of that. The corresponding lifetime $\hbar/(Z\Gamma)$ is 1.53~fs.

The pole equation, with $s=0.5$~eV, $t_2^2=8.1225$~eV$^2$ and $D=3.5$~eV$^2$, is
\begin{equation}
0.5y^2+7.8725y-1.75=0
\end{equation}
with $y$ in eV. Its positive root gives $\gamma_p=2y=0.4385$~eV. The half-height condition $x=s$, put in the quadratic equation $Ex^2-(E^2+D)x+Et_2^2=0$, becomes $0.5E^2-8.3725E+1.75=0$. The root inside the gap gives $w=2E=0.4234$~eV. The two widths lie on either side of $Z\Gamma$, each about 1.75\% away. The leading correction is
\begin{equation}
\frac{(1-Z)\Gamma^2}{4t_2^2}=\frac{0.569\times1}{4\times8.1225}=1.75\% .
\end{equation}

The line is less Lorentzian in its wings. Its half-width is $0.215/0.70=31\%$ of half the gap. A Lorentzian of weight 0.431 would place
\begin{equation}
0.431\times\frac2\pi\arctan\frac{0.70}{0.215}=0.35
\end{equation}
states inside the gap, whereas the actual density on site 1 integrates to 0.331. It is smaller because $x>E/Z$ in the gap, so the density lies below the Lorentzian at every $E\neq0$ there.

The midgap densities on sites 1, 3 and 5 are 0.637, 0.362 and 0.206 states/eV, each 0.569 times the one before. The decay length is $0.25/(2\times0.282)=0.44$~nm, less than two cells. If the chain is cut so that the 2.85~eV bond comes first, at the same $\Gamma$, the density is zero on site 1 and 0.0196 states/eV on site 2. The resonance on site 1 is 32 times higher than that tail.

\subsection*{What the model leaves out}

\paragraph{Repulsion.} An on-site repulsion $U$, projected on the edge state, acts as
\begin{equation}
U_e=U\sum_j\psi_j^4=\frac{UZ^2}{1-r^4}=\frac{UZ}{1+r^2}.
\end{equation}
In mean field at half filling, the level of one spin lies at $U_e(n_{\mathrm{opp}}-\tfrac12)$, where $n_{\mathrm{opp}}$ is the occupation of the other spin. For a spin imbalance $m$ the two levels are at $\mp U_em/2$. A Lorentzian level of full width $\gamma$ at energy $\epsilon$ is filled to $\tfrac12-\tfrac1\pi\arctan(2\epsilon/\gamma)$, and the difference of the two fillings is
\begin{equation}
m=\frac2\pi\arctan\frac{U_em}{\gamma}.
\label{eq:moment}
\end{equation}
The right side has slope $2U_e/(\pi\gamma)$ at $m=0$ and bends downward for $m>0$, so a solution with $m\neq0$ requires this slope to exceed 1. With $\gamma=Z\Gamma$ the weight cancels, and the critical repulsion is
\begin{equation}
U_c=\frac{\pi}{2}\,(1+r^2)\,\Gamma .
\end{equation}
Here $U_c=1.571\times1.569\times1.00=2.46$~eV. A rough screened value $U=3$~eV gives $U_e=3\times0.2746=0.82$~eV and a slope of 1.22, above the threshold. Equation (\ref{eq:moment}) then has the solution $m=0.46$, and the two spin levels are $0.82\times0.46=0.38$~eV apart, comparable with the width itself. These numbers let only the edge state respond. The other states of the chain also polarize and strengthen the field on it: with mean field on every site, the threshold falls to about 2.1~eV and the splitting at $U=3$~eV rises to about 0.7~eV. The mean-field moment is a warning that the independent-electron line shape is unreliable at this $U$; it does not prove that a permanent moment exists.

\paragraph{Extended contact.} Suppose that the same metal states also reach sites 2 and 3, with amplitudes $v_j=V_j/V_1$ relative to site 1. The self-energy becomes $-\tfrac{i}{2}\Gamma v_iv_j$ for real $v_j$, and its expectation value in the edge state gives the weak-coupling width
\begin{equation}
\Gamma\Big(\sum_jv_j\psi_j\Big)^2=Z\Gamma(1-v_3r)^2 .
\end{equation}
Site 2 drops out at this order because the edge state vanishes there. For $v_2=0.3$ and $v_3=0.1$, at fixed $\Gamma$, this is $0.431\times0.9246^2=0.368$~eV. The pole width computed for these couplings at $\Gamma=1$~eV is 0.371~eV, which is 15\% below the 0.4385~eV of the end contact. The sign change between sites 1 and 3 makes the two escape amplitudes interfere destructively when $v_3>0$; a negative $v_3$ would widen the line.

\paragraph{Second-neighbour hopping.} A hopping $t'$ between second neighbours shifts the edge state to first order by
\begin{equation}
2t'\sum_n\psi_{2n+1}\psi_{2n+3}=-2t'rZ\sum_nr^{2n}=-2t'r .
\end{equation}
The band energies shift by $2t'\cos q$. For small $t'$ both gap edges stay at $q=\pi$ and move by $-2t'$, and midgap moves with them. The state therefore ends up $2t'(1-r)$ away from midgap. For $t'=0.10$~eV this is 0.049~eV, about a ninth of the width.

\paragraph{Relaxed end bond.} If only the first bond changes, to $t_1'$, then $\psi_3=-(t_1'/t_2)\psi_1$ and the later ratios are unchanged. Normalization gives the end weight
\begin{equation}
Z'=\left[1+\frac{(t_1'/t_2)^2}{Z}\right]^{-1}.
\end{equation}
A first hopping 5\% stronger lowers the weight from 0.431 to 0.407. The weak-coupling width falls by the same 5.5\%.

\paragraph{Finite metal band.} With the shift $\mathrm{Re}\,\Sigma\simeq\Gamma E/(\pi W)$ of a flat band of half-width $W$, the real part of $1/G_{11}$ becomes $E[1/Z-\Gamma/(\pi W)]$. Setting it equal to $\Gamma/2$ gives a leading-order full width
\begin{equation}
\frac{Z\Gamma}{1-Z\Gamma/(\pi W)} .
\end{equation}
For $W=5$~eV, $Z\Gamma/(\pi W)=0.431/15.7=0.027$, and this width exceeds $Z\Gamma$ by 2.8\%. The computed width at half maximum rises from 0.4234 to 0.4347~eV, by 2.7\%.

\paragraph{Temperature.} A conductance measurement averages over the thermal factor $-df/dE$, where $f$ is the Fermi function. This factor is proportional to $1/\cosh^2(E/2k_BT)$, and it halves where $\cosh^2=2$, so its full width is $4\ln(1+\sqrt2)\,k_BT=3.53\,k_BT$. At 300~K this is 0.091~eV, or 21\% of $Z\Gamma$.

\subsection*{Beside a real contact}

In polyacetylene the alternation of single and double bonds corresponds to the alternation of hoppings, and the example's gap of 1.4~eV has the rough size of the real one. A chain that starts with a single bond has the termination required by the theorem, provided that its bond pattern stays fixed. In a real chain it need not: the end bond can gain double-bond character, and the midgap state then moves inward with the boundary between the two bond patterns, a soliton. In a model whose hoppings vary linearly with the bond orders, self-consistently, with the two constants fixed so that the bulk keeps 2.15 and 2.85~eV and hence the gap of 1.4~eV, this relaxation lowers the end weight at $\Gamma=1$~eV from 0.43 to about 0.10. The example therefore illustrates the theorem for a fixed bond pattern; it does not predict the width at a polyacetylene contact. The broadening of 1~eV stands for a chemically bonded end. A chain that touches the metal only through a weakly coupled end would have a much smaller $\Gamma$, and the weak-coupling formula would then hold more closely for independent electrons. Repulsion would matter more, however, because the critical repulsion falls as $\Gamma$ does. A chain lying flat on the metal is a different case: it couples at many sites, and its width is not $Z\Gamma$ in general, however weak the coupling. For a fixed bond pattern, repulsion is the largest of the effects sized above: for the rough $U$ used here, mean field separates the spin levels by 0.38~eV if only the edge state responds, and by about 0.7~eV if every site does. A contact that reaches beyond the first site changes the width by 15\% for the couplings assumed.

Reading $Z$ from a measured width therefore requires at least these conditions: a bond pattern that stays fixed up to the end, an independently known $\Gamma$, a contact confined to the end site, $\Gamma\ll t_2$, a repulsion well below $U_c$, and thermal smearing well below $Z\Gamma$. Two more come from assumptions built into the model. The contact must not shift the energy of the end site appreciably: in the example, a shift of 1~eV would move the pole 0.42~eV from midgap and the peak of the density on site 1 by 0.40~eV, and it would reduce the pole width from 0.4385 to 0.349~eV. The chain must also be many decay lengths long, because a weak bond at the far end gives a second edge state, which can split the line in a short chain. The numerical output lists the main values of the example.

\section*{Table of computed values}
\begin{verbatim}
Weak hopping t1: 2.15 eV
Strong hopping t2: 2.85 eV
Hopping ratio r: 0.7544
Full band gap: 1.40 eV
Bare contact broadening Gamma: 1.00 eV
End-site weight Z: 0.4309
Weight on site 3: 0.2452
Weak-coupling width Z*Gamma: 0.4309 eV
Width from exact pole: 0.4385 eV
Full width at half maximum: 0.4234 eV
Leading relative correction: 1.75 %
Lifetime hbar/(Z*Gamma): 1.528 fs
Midgap density, site 1: 0.6366 states/eV
Midgap density, site 3: 0.3623 states/eV
Midgap density, site 5: 0.2062 states/eV
End-site weight inside gap: 0.3313 states
Cell length: 0.25 nm
Density decay length: 0.443 nm
Strong bond first, site 2 density: 0.0196 states/eV
Explicit metal: Gamma 0.20 eV, half-band 20 eV
Explicit metal: number of levels 1400
Explicit metal: hbar times decay rate 0.08631 eV
Explicit metal: predicted Z*Gamma 0.08618 eV
Metal half-band in example: 5.0 eV
Half-maximum width with finite band: 0.4347 eV
Relative couplings of sites 1, 2, 3: (1.0, 0.3, 0.1)
Pole width with extended contact: 0.3714 eV
Second-neighbour hopping: 0.10 eV
Resulting offset from midgap: 0.0491 eV
First-bond factor after relaxation: 1.05
End-site weight after relaxation: 0.4072
Temperature: 300 K
Thermal smearing, full width: 0.0911 eV
On-site repulsion U: 3.00 eV
Sum of fourth powers of edge state: 0.2746
Repulsion in edge state: 0.8239 eV
Mean-field moment ratio (moment if > 1): 1.217
Critical on-site repulsion: 2.465 eV
Mean-field spin imbalance: 0.458 electrons
\end{verbatim}
